\section*{Nephelauxetic ratios in octahedral complexes: the fourth-power rule and its limits, part 3}

The nephelauxetic ratio $\beta$ is a term spacing of a $d^n$ ion in an octahedron of ligands, divided by the same combination of free-ion repulsion integrals. How does it depend on orbital metal content, and can radial expansion be told from delocalisation? Formulas are in atomic units, energies in cm$^{-1}$; $1$ hartree $\approx2.195\times10^5$ cm$^{-1}$. Orbitals $xy,yz,xz$ are $t$; $\theta=z^2$, $\epsilon=x^2-y^2$ are $e$.

In the complex $\psi_i=c_id_i-l_iL_i$, with metal--ligand overlap $S_i$. L\"owdin weights are $\alpha_i^2$ (metal) and $\lambda_i^2=1-\alpha_i^2$ (ligand):
\begin{equation}
a,\,b=\tfrac12\big[(1-S)^{-1/2}\pm(1+S)^{-1/2}\big],\qquad c=\alpha a+\lambda b,\qquad l=\alpha b+\lambda a .
\label{low}
\end{equation}
Sorted by the number $n$ of ligand factors,
\begin{equation}
(\psi_i\psi_j|\psi_k\psi_l)=c_ic_jc_kc_l\,(d_id_j|d_kd_l)+[n=1]+[n=2]+[n=3]+[n=4].
\label{expand}
\end{equation}

The spacings $\Delta_{tt}$ ($t^3$), $\Delta_{te}$ ($t^2e$), $\Delta_{ee}$ ($t^6e^2$) are $9B+3C$, $12B$, $8B+2C$ for pure $d$ orbitals. With $B_0=973.0$, $C_0=3869.9$ the references are $20\,367$, $11\,676$, $15\,524$. If the $3d$ Slater exponent scales by $s=\zeta/\zeta_0$, then $B=sB_0$, $C=sC_0$, and the metal-only rule at $S=0$ is
\begin{equation}
\beta_{55}=s\,\alpha_t^4,\qquad\beta_{35}=s\,\alpha_t^2\alpha_e^2,\qquad\beta_{33}=s\,\alpha_e^4 .
\label{rule}
\end{equation}
The metal-part coupling of the ${}^4T_1$ terms of $t^2e$ and $te^2$ is $6B\alpha_t^3\alpha_e$.

In $d^5$, $t^3e^2$, ${}^4A_1$ lies $5\bar K$ above the sextet, $\bar K=(2B+C)\alpha_t^2\alpha_e^2$. Two ${}^4E$ terms come from the block of the energy operator $\Lambda$ (with $K_{i\theta}=\bar K+\delta_i$):
\begin{align}
v_1^T\Lambda v_1&=\tfrac{9+9}{6}K_{tt}+2\bar K=(9B+3C)\alpha_t^4+2\bar K,\nonumber\\
v_2^T\Lambda v_2&=2K_{\theta\epsilon}+3\bar K=(8B+2C)\alpha_e^4+3\bar K,\label{d5}\\
v_1^T\Lambda v_2&=-\sqrt2\sum_iv_{1i}\delta_i=-\frac{6\sqrt2}{\sqrt6}B\alpha_t^2\alpha_e^2=-2\sqrt3\,B\alpha_t^2\alpha_e^2 .\nonumber
\end{align}

For ligand $2p$ functions (exponent $\zeta_p$, Slater integrals $f_0,f_2$) at distance $R$, zero overlap gives
\begin{equation}
\Delta_{tt}=\alpha_t^4(9B+3C)+\tfrac38\lambda_t^4K_p .
\label{ltt}
\end{equation}
\begin{equation}
\Delta_{ee}=\alpha_e^4(8B+2C)+4\alpha_e^2\lambda_e^2\big(q_2+\tfrac{5}{84}q_4\big)+2\lambda_e^4\big(\tfrac1{12}U_p+g\big).
\label{lee}
\end{equation}
\begin{align}
\Delta_{te}=12B\alpha_t^2\alpha_e^2&+2\alpha_t^2\lambda_e^2\big(q_2-\tfrac5{63}q_4\big)+2\lambda_t^2\alpha_e^2\big(q_2+\tfrac5{84}q_4\big)\nonumber\\
&+2\lambda_t^2\lambda_e^2\big[\tfrac1{12}(f_0-\tfrac15f_2)+g\big].
\label{lte}
\end{align}
Here $U_p=f_0+\tfrac4{25}f_2$, $K_p=\tfrac3{25}f_2$, $q_2=\langle r^2\rangle/7R^3$, $q_4=\langle r^4\rangle/R^5$, $g=1/24R-1/(6\sqrt2R)$, $X=q_2+5q_4/84$.

With mean pair repulsion $\kappa\zeta$ ($\kappa=0.2510$) and core charge $Z^*$,
\begin{equation}
E=n\Big(\frac{\zeta^2}2-\frac{Z^*\zeta}3\Big)+\frac{n(n-1)}2\kappa\zeta,\qquad\frac{dE}{d\zeta}=0\ \Rightarrow\ \zeta=\frac{Z^*}3-\frac{(n-1)\kappa}2 .
\label{zeta}
\end{equation}
Mixing adds $\delta n=(6-n_t)\lambda_t^2+(4-n_e)\lambda_e^2$ electrons. The metal $\langle r^{-3}\rangle$ ratio $\gamma_t=\alpha_t^2s^3$ gives, for metal-only terms, $S=0$ and uniform scaling,
\begin{equation}
s=\Big(\frac{\gamma_t^2}{\beta_{55}}\Big)^{1/5},\qquad\alpha_t^2=\Big(\frac{\beta_{55}}s\Big)^{1/2}.
\label{inv}
\end{equation}

\subsection*{The numbers}

The parameters are round model values: $\zeta_0=2.5$ and $\zeta_p=2.0$ bohr$^{-1}$, $\alpha_t^2=0.90$, $\alpha_e^2=0.75$. The numerical check evaluates all multicentre integrals with Gaussian fits of the Slater functions (largest relative error of the $3d$ $F^k$ against the exact sums, $4\times10^{-6}$) and obtains the terms by diagonalising the determinant Hamiltonian. One orbital set, with $s$ from the $d^3$ count, serves for all spacings so that the three $\beta$ can be compared; a $d^8$ ion with the same $\lambda_e$ would have $\delta n=2(0.25)=0.5$ and a different $s$.

Radial part. Requiring $\zeta=2.5$ at $n=3$ gives $Z^*=3(2.5+0.2510)=8.253$. Then $\delta n=3(0.10)+4(0.25)=1.30$, $\zeta=2.5-1.30(0.1255)=2.3369$ bohr$^{-1}$ and $s=0.9347$, so $B=909.5$ and $C=3617.3$ cm$^{-1}$ with $C/B$ still $3.977$. Direct numerical minimisation of the shell energy agrees with (\ref{zeta}) in the program's test.

The rule. The delocalisation factors are $0.90^2=0.8100$, $0.90(0.75)=0.6750$ and $0.75^2=0.5625$. Multiplying by $s$,
\begin{equation}
\beta_{55}=0.757,\qquad\beta_{35}=0.631,\qquad\beta_{33}=0.526,
\end{equation}
with spacings $15\,420$, $7367$ and $8162$ cm$^{-1}$ ($1.912$, $0.913$, $1.012$ eV). The ratio $\beta_{33}/\beta_{55}=0.6944$ has square root $0.8333=0.75/0.90$. The ${}^4T_1$ coupling is $0.7394\times5457=4035$ cm$^{-1}$, with $0.7394=0.90^{3/2}\,0.75^{1/2}$. Diagonalisation with the metal-only integrals reproduces all of these in the tests.

The $d^5$ quartets, metal part only. For $\alpha_t^2=\alpha_e^2=0.80$ the three lowest lie together at $0.64(10B+5C)=17\,396$ cm$^{-1}$. For $0.90$ and $0.75$, $\bar K=0.675(1819.0+3617.3)=3669.5$ cm$^{-1}$ and ${}^4A_1$ is at $18\,348$ cm$^{-1}$. The block (\ref{d5}) has diagonal $15\,420+7339=22\,759$ and $8162+11\,009=19\,171$ and coupling $2\sqrt3(909.5)(0.675)=2127$ cm$^{-1}$. Its lower root, $20\,965-\sqrt{1794^2+2127^2}$, agrees within rounding with the $18\,183$ cm$^{-1}$ found by diagonalisation, so ${}^4E$ falls $165$ cm$^{-1}$ below ${}^4A_1$. The sign is not general. With $\rho=\alpha_e^2/\alpha_t^2$, the block (\ref{d5}) has the eigenvalue $5\bar K$ when $[9B+3C-3(2B+C)\rho]\,[(8B+2C)\rho-2(2B+C)]=12B^2\rho$. This is a quadratic in $\rho$ whose roots multiply to $(3B+C)/(4B+C)$; one root is $\rho=1$, so the other is $\rho=(3B+C)/(4B+C)=0.875$. Between the two roots the lower ${}^4E$ lies above ${}^4A_1$ (by just under $100$ cm$^{-1}$ at $\rho=0.95$ with $\alpha_t^2\alpha_e^2=0.675$), and outside them it lies below, so a vanishing splitting does not imply $\alpha_t=\alpha_e$. All of this concerns the metal part only. The ligand terms raise $K_{\theta\epsilon}$ much more than the other exchange integrals, and with the full integrals of this model the lower ${}^4E$ lies above ${}^4A_1$, by about $1070$ cm$^{-1}$ at $R=14$ bohr and about $1300$ cm$^{-1}$ at $R=4$ bohr (unscreened ligand repulsion). The ligand terms thus reverse the sign and outweigh the metal-only splitting, so this splitting cannot be read as a measure of $\alpha_e^2/\alpha_t^2$.

Ligand terms at $R=14$ bohr, where overlap is negligible. With $f_0=159\,463$ and $f_2=77\,161$ cm$^{-1}$, $U_p/12=14\,317$, $(f_0-f_2/5)/12=12\,003$ and $g=-0.07618/14$ hartree $=-1194$ cm$^{-1}$. The ligand--ligand terms are $\tfrac38(0.01)\tfrac3{25}(77\,161)=34.7$, $0.05(12\,003-1194)=540.4$ and $0.125(14\,317-1194)=1640.4$ cm$^{-1}$; the metal--ligand terms are $0$, $17.5$ and $22.2$ cm$^{-1}$. The sums $34.7$, $557.9$, $1662.6$ compare with $34.8$, $558.4$, $1663.0$ cm$^{-1}$ from the full integrals, which is the test of (\ref{ltt})--(\ref{lte}). Relative to the rule's spacings the corrections are $0.2\%$, $8\%$ and $20\%$. The large $ee$ value rests on the unscreened $f_0$; screening of the ligand repulsion, absent from this model, would lower it.

At $R=4$ bohr the same formulas, with overlap ignored, use $q_2=2.564/448=0.005723$ and $q_4=10.56/1024=0.01031$ hartree. Then $X=0.006337$ hartree, about $1390$ cm$^{-1}$ or $19\%$ of $K_{\theta\epsilon}=4B+C=7255$ cm$^{-1}$, and the metal--ligand terms grow to $693$ ($te$) and $1043$ cm$^{-1}$ ($ee$), while the ligand--ligand terms are $35$, $391$, $1267$ cm$^{-1}$. These are estimates of scale only, since the dropped multipole terms are no longer negligible at this distance and the overlap is not small there: $S_t=0.0942$, $S_e=0.2059$. Here $L_i$ is normalised with the ligand--ligand overlap included (neglecting it gives $0.095$ and $0.205$). The fourth decimal of the overlaps and of the $\beta$ parts below depends on how well the Gaussian fit follows the tails: a tail-weighted fit gives $S_e=0.2063$ and moves the $\beta$ by up to $0.0002$. For $e$, $a=1.0164$ and $b=0.1058$ in (\ref{low}) give $c_e=0.8660(1.0164)+0.5(0.1058)=0.9331$ and $l_e=0.5998$; for $t$, $c_t=0.9668$, $l_t=0.3622$. The L\"owdin population is $4.30$, as counted. The full expansion (\ref{expand}), divided by the free-ion spacings and listed from $n=0$ to $n=4$, is
\begin{align}
\beta_{55}&=0.8168-0.0339+0.0042-0.0011+0.0029=0.789,\nonumber\\
\beta_{35}&=0.7608-0.1580+0.1087-0.0367+0.0649=0.740,\\
\beta_{33}&=0.7086-0.2444+0.1889-0.1152+0.1719=0.710,\nonumber
\end{align}
with spacings $16\,066$, $8637$ and $11\,021$ cm$^{-1}$ ($1.992$, $1.071$, $1.366$ eV). The first entries are $sc_t^4$, $sc_t^2c_e^2$, $sc_e^4$; for example $0.9347(0.9331)^4=0.7086$.

The order $\beta_{55}>\beta_{35}>\beta_{33}$ survives, but the spread is much narrower than the rule with L\"owdin weights gives. Relative to the full values that rule is low by $4\%$, $15\%$ and $26\%$. The terms with $n\ge2$ amount to $0.8\%$ of $\beta_{55}$ and $35\%$ of $\beta_{33}$, and the program asserts this inequality. The rule with the raw coefficients $c$ is off by only $+3.5\%$, $+2.9\%$ and $-0.2\%$ of the full values. For $\beta_{33}$ this agreement comes from four terms of size $0.1$ to $0.25$ that sum to $0.001$. Nothing derived here forces that cancellation; at $R=14$ bohr the odd terms vanish and the remainder is $20\%$ of the rule's $ee$ spacing ($17\%$ of the full one), and at fixed L\"owdin weights the errors of the raw-coefficient rule are about $+9\%$, $+17\%$, $+18\%$ at $R=3.5$ bohr and $+0.4\%$, $-7\%$, $-14\%$ at $R=5$ bohr, so the agreement is particular to this geometry. The geometric-mean relation is kept to $\beta_{35}^2/\beta_{33}\beta_{55}=0.977$ although the L\"owdin rule fails badly for $\beta_{33}$, so near-fulfilment of that relation does not certify the extracted coefficients: $\sqrt{0.7099/0.7888}=0.95$, against $\alpha_e^2/\alpha_t^2=0.83$ and $c_e^2/c_t^2=0.93$.

Separation, in the metal-only model at $S=0$. With $\langle r^{-3}\rangle=\zeta^3/15$ equal to $1.0417$ and $0.8508$ bohr$^{-3}$, $\gamma_t=0.90(0.8508/1.0417)=0.7351$. Then $(0.7351^2/0.7571)^{1/5}=0.7137^{1/5}=0.935$ and $\alpha_t^2=\sqrt{0.7571/0.9347}=0.900$, the input values, as the program tests. Setting $s=1$ would give $\alpha_t^2=\sqrt{0.7571}=0.870$, a ligand weight of $0.130$, which is $30\%$ above the true $0.100$.

Finally, take a free ion with no ligand and add to the $3d$ function a second normalised Slater function with half the exponent and amplitude $0.3$. The ratios to the unperturbed values are $0.8533$ for $B$ and $0.8342$ for $C$, so $C/B$ moves from $3.977$ to $3.888$. With $\beta_{55}=0.8424$ and $\gamma=0.7926$, (\ref{inv}) returns $s=0.943$ and $\alpha^2=0.945$, an apparent ligand weight of $0.055$ where there is none; the program asserts the change of $C/B$ and the apparent $\alpha^2<1$. Because $B$ and $C$ now scale differently, the three ratios differ without any delocalisation: $\beta_{35}$ is the $B$ ratio $0.853$, and $\beta_{33}=[8(973.0)(0.8533)+2(3869.9)(0.8342)]/15\,524=0.844$. In this example $\beta_{35}$ lies above both others, a pattern that (\ref{rule}) cannot produce, since a geometric mean lies between its two factors.

\section*{Table of computed values}
\begin{verbatim}
inputs: zeta0 2.50, zeta_p 2.00 1/bohr; alpha_t^2 0.90, alpha_e^2 0.75
inputs: R near 4.0 bohr, R far 14.0 bohr
3d STO F0,F2,F4 / zeta (hartree bohr): 793/3072 2093/15360 91/1024
largest relative Gaussian-fit error of F^k: 4.0e-06
kappa 0.2510 hartree bohr; dzeta/dn -0.1255 1/bohr; Z* 8.253
delta n 1.30 electrons; zeta 2.3369 1/bohr; s 0.9347
free ion B0 973.0, C0 3869.9 cm-1, C/B 3.977
expanded B 909.5, C 3617.3 cm-1, C/B 3.977
free splittings tt te ee (cm-1): 20367 11676 15524
delocalisation factors at^4, at^2ae^2, ae^4: 0.8100 0.6750 0.5625
rule beta55 beta35 beta33: 0.7571 0.6310 0.5258
rule splittings tt te ee (cm-1): 15420 7367 8162 ; (eV): 1.912 0.913 1.012
beta33/beta55 0.6944 -> alpha_e^2/alpha_t^2 0.8333
4T1-4T1 coupling 4035 cm-1 (6B = 5457 cm-1, factor 0.7394)
d5 at2 0.80 ae2 0.80: lowest quartets (cm-1) 17396 17396 17396; 4A1 formula 17396
d5 at2 0.90 ae2 0.75: lowest quartets (cm-1) 18183 18183 18348; 4A1 formula 18348
ligand f0 159463, f2 77161 cm-1; <r2> 2.564 bohr^2, <r4> 10.56 bohr^4
far: exact minus metal-only tt te ee (cm-1): 34.8 558.4 1663.0
far: formula metal-ligand (cm-1): 0.0 17.5 22.2 ; ligand-ligand: 34.7 540.4 1640.4
near, S ignored: metal-ligand (cm-1): 0 693 1043 ; ligand-ligand: 35 391 1267
near t2g: S 0.0942, c 0.9668, l 0.3622
near eg:  S 0.2059, c 0.9331, l 0.5998
Loewdin d population 4.30 electrons
near beta55 parts n=0..4: +0.8168 -0.0339 +0.0042 -0.0011 +0.0029; exact 0.7888
near beta35 parts n=0..4: +0.7608 -0.1580 +0.1087 -0.0367 +0.0649; exact 0.7397
near beta33 parts n=0..4: +0.7086 -0.2444 +0.1889 -0.1152 +0.1719; exact 0.7099
near exact splittings tt te ee (cm-1): 16066 8637 11021 ; (eV): 1.992 1.071 1.366
near exact beta35^2/(beta33 beta55): 0.9770
<r^-3> free 1.0417, expanded 0.8508 bohr^-3; gamma_t 0.7351
recovered s 0.9347, alpha_t^2 0.9000
alpha_t^2 if s=1 were assumed: 0.8701
tail model: amplitude 0.3, exponent ratio 0.5, no ligand
tail model: B ratio 0.8533, C ratio 0.8342, C/B 3.888
tail model: beta55 0.8424, gamma 0.7926, apparent s 0.9430, alpha^2 0.9452
\end{verbatim}
